# C60 as a hollow conducting sphere: polarizability and its first correction

Take a sphere of radius 4.3 Å and relative permittivity 1000, and cut out a concentric cavity holding 26% of its volume. Its polarizability volume falls from 79.27 to 79.15 Å³, a loss of 0.16% before rounding. Repeat this at permittivity 4 and it falls from 39.75 to 32.27 Å³, a loss of 19%. The same empty space nearly vanishes from the first result and matters in the second. The difference raises the question of how far the hollow molecule C60 may be treated as a solid metal ball.

## The conducting limit

A neutral sphere of radius $a$ sits in vacuum in a uniform static field $E$ along $z$. The induced dipole $p$ defines the polarizability volume $\alpha=p/(4\pi\varepsilon_0E)$. With $P=p/(4\pi\varepsilon_0)$, the potential outside is

$$\phi=\left(-Er+\frac{P}{r^2}\right)\cos\theta .$$

A conductor has constant potential, here zero by symmetry, so $-Ea+P/a^2=0$ and

$$\alpha=a^3 .$$

The radial field at the surface is $(E+2P/a^3)\cos\theta=3E\cos\theta$, so the surface charge density is $\sigma=3\varepsilon_0E\cos\theta$.

Now hollow out the conductor to radius $b$. The cavity holds no charge and its wall is an equipotential. A constant potential solves Laplace's equation with that boundary value, and the solution is unique, so the cavity field is zero. The field in the metal is also zero, so Gauss's law puts no charge on the inner wall. The outer problem is unchanged and $\alpha=a^3$ for any $b<a$. Polarizability here measures how far charge is separated across the outer surface, not how much material lies beneath it.

This was tested by solving for the charge on both surfaces, each cut into 80 bands, with constant potential as the condition and $b=2.738$ Å. Solid and hollow conductors both gave 79.515 Å³, against $a^3=79.507$ Å³. The difference is numerical error, of the same size as the 0.008 Å³ shift between 40 and 80 bands. The charge moved on the inner wall was below $10^{-4}$ of that on the outer, a numerical residue.

## A wall of finite permittivity

Let the wall have relative permittivity $\varepsilon$, and let $\rho=(b/a)^3$. Write $\phi=f(r)\cos\theta$, with $f=-Cr$ in the cavity (so $C$ is the cavity field) and $f=Ar+B/r^2$ in the wall. At $r=b$, continuity of $f$ and of $\varepsilon f'$ gives

$$A+\frac{B}{b^3}=-C,\qquad \varepsilon\left(A-\frac{2B}{b^3}\right)=-C .$$

Equating the left sides,

$$\frac{B}{b^3}=A\,\frac{\varepsilon-1}{2\varepsilon+1}.$$

Define $\beta=B/(Aa^3)=\rho(\varepsilon-1)/(2\varepsilon+1)$ and $u=\alpha/a^3=P/(Ea^3)$. The same two conditions at $r=a$ read

$$A(1+\beta)=-E(1-u),\qquad \varepsilon A(1-2\beta)=-E(1+2u).$$

Dividing the second by the first, and calling the ratio $K$,

$$K\equiv\varepsilon\,\frac{1-2\beta}{1+\beta}=\frac{1+2u}{1-u}
\quad\Rightarrow\quad u=\frac{K-1}{K+2}=1-\frac{3}{K+2}.$$

A solid sphere has $\beta=0$ and $K=\varepsilon$, so $K$ is the permittivity of the solid sphere that would respond as the hollow one does. Inserting $\beta$ and multiplying through by $2\varepsilon+1$,

$$K=\varepsilon\,\frac{2(1-\rho)\varepsilon+1+2\rho}{(2+\rho)\varepsilon+1-\rho}.$$

## The first correction

For $\varepsilon\to\infty$ at fixed $\rho<1$, polynomial division gives $K=k\varepsilon+k_0+O(1/\varepsilon)$ with

$$k=\frac{2(1-\rho)}{2+\rho},\qquad
k_0=\frac{(1+2\rho)-k(1-\rho)}{2+\rho}=\frac{9\rho}{(2+\rho)^2}.$$

The last form follows from $(1+2\rho)(2+\rho)-2(1-\rho)^2=9\rho$. Therefore

$$1-\frac{\alpha}{a^3}=\frac{3}{K+2}=\frac{3}{k\varepsilon}\left[1-\frac{k_0+2}{k\varepsilon}+\dots\right],$$

and the leading loss, relative to the perfect conductor, is

$$1-\frac{\alpha}{a^3}\simeq\frac{3(2+\rho)}{2\varepsilon(1-\rho)} .$$

The bracket shows that this law overstates the loss slightly. At $\varepsilon=1000$ it gives 0.457%, while integration of the radial equation gives 0.455%.

A solid sphere loses $3/\varepsilon$ at this order. The part due to the cavity is the difference,

$$\frac{3}{\varepsilon}\left[\frac{2+\rho}{2(1-\rho)}-1\right]=\frac{9\rho}{2\varepsilon(1-\rho)} .$$

To interpret it, find the cavity field. From the matching conditions,

$$C=-A\,\frac{3\varepsilon}{2\varepsilon+1}=E\,\frac{1-u}{1+\beta}\,\frac{3\varepsilon}{2\varepsilon+1}.$$

For large $\varepsilon$, $\beta\to\rho/2$ and the last factor tends to $3/2$, so

$$\frac{C}{E}\simeq\frac{3(2+\rho)}{2\varepsilon(1-\rho)}\cdot\frac{2}{2+\rho}\cdot\frac32=\frac{9}{2\varepsilon(1-\rho)} .$$

At leading order the cavity therefore removes $b^3\,C/E$ from $\alpha$: its own volume factor, weighted by the fraction of the field that still reaches it. With $\rho=0.258$ and $\varepsilon=1000$ the weight is 0.006. The loss is then $0.00157\times79.5=0.12$ Å³, which is the opening fact.

The expansion needs $k\varepsilon\gg k_0+2$. Here $k=0.66$ and $k_0+2=2.5$, so $\varepsilon=10$ is already outside it: the law predicts a 46% loss, and the full formula gives 33%.

| $\varepsilon$ | solid (Å³) | hollow (Å³) |
|---:|---:|---:|
| 4 | 39.75 | 32.27 |
| 10 | 59.63 | 53.04 |
| 100 | 77.17 | 76.01 |
| 1000 | 79.27 | 79.15 |

## The thin-wall limit

Fixed $\rho$ excludes a wall that thins as $\varepsilon$ grows. Let the thickness be $t=a-b\ll a$, so $1-\rho\simeq3t/a$, and hold $s=\varepsilon t/a$ fixed as $\varepsilon\to\infty$. The numerator of the fraction in $K$ tends to $6s+3$ and the denominator to $3\varepsilon$, so

$$K\to2s+1,\qquad \frac{\alpha}{a^3}\to\frac{2s}{2s+3}.$$

A thin wall acts as a metal if $\varepsilon t/a\gg3/2$. High permittivity alone is not enough: if $s\to0$, the polarizability vanishes.

## Is C60 a conductor?

A regular cage with a rough bond length of 1.42 Å has its nuclei at radius 3.52 Å, and the cube of that is 43.6 Å³. The value $a=4.3$ Å assumes that the electron cloud reaches a further 0.78 Å. The cavity radius $b$ above assumes the same reach inward. Since $\delta\alpha/\alpha\simeq3\,\delta a/a$, a change of $\pm0.1$ Å in $a$ moves $\alpha$ between 74 and 85 Å³. The estimate of 80 Å³ is thus as good as the chosen radius.

Whether the electrons screen like a metal can be examined in a π-electron model: one orbital per atom, neighbour hopping 2.5 eV and on-site repulsion $U=11$ eV, both rough. With $q^2=e^2/(4\pi\varepsilon_0)$, sites a distance $d$ apart repel by the Ohno form $V=q^2/\sqrt{d^2+c^2}$, where $c=q^2/U$. A field raises the electron energy on site $i$ by $w_i=eEz_i$. First-order mixing of occupied orbitals $o$ with empty ones $v$ changes the site populations by $-\chi w$, where

$$\chi_{ij}=4\sum_{o,v}\frac{c_{io}c_{iv}c_{jo}c_{jv}}{\epsilon_v-\epsilon_o}.$$

One factor 2 is spin and the other comes from the two cross terms in the density. In the mean-field (Hartree) treatment the electrons also feel their own displaced charge:

$$\delta n=-\chi(w+V\delta n)\ \Rightarrow\ \delta n=-(1+\chi V)^{-1}\chi w .$$

Since $p=-e\sum_i z_i\,\delta n_i$,

$$\alpha=q^2\,z^{T}(1+\chi V)^{-1}\chi\,z .$$

For a perfect metal $\chi\to\infty$ and the matrix acts on $z$ as $V^{-1}$ does. (It still gives zero for a uniform potential, which moves no charge.)

The results are 182.6 Å³ without screening, 52.2 Å³ with it, and 75.1 Å³ in the metallic limit. A self-consistent calculation in a finite field of 1 MV/cm also gives 52.2 Å³. The screened response is 0.70 of the metallic one, or 0.66 if the hopping is 3.0 eV. The ratio also depends on the repulsion. It runs from 0.66 to 0.72 as $U$ goes from 8 to 15 eV, while the metallic limit falls from 93 to 64 Å³, and it is 0.62 with the form $V=q^2/(d+c)$. It is best read as 0.6 to 0.7. In this model, then, C60 screens strongly but is not a perfect conductor.

The metallic limit exceeds the cage value of 43.6 Å³ because the Ohno repulsion is softened. To see this, spread the sites into a continuous sphere of radius $R$. Two points at angle $\gamma$ have $d^2+c^2=2R^2+c^2-2R^2\cos\gamma$. This is the squared distance between points at radii $r_<$ and $r_>$ with $r_<r_>=R^2$ and $r_>-r_<=c$. The dipole term of the inverse distance is then $r_</r_>^2$ instead of $1/R$. Cancelling the applied potential $ER\cos\theta$ requires a dipole larger by the inverse ratio:

$$\alpha_{\text{metal}}=R^3\,\frac{r_>^2}{R\,r_<}=r_>^3>R^3 .$$

With $R=3.52$ Å and $c=1.31$ Å this gives 75.9 Å³, close to the 75.1 Å³ of the 60 separate sites.

The model omits σ electrons, radial polarization and exchange, and its basis is fixed. It tests the screening and does not predict the molecule's polarizability.

The dielectric wall offers a comparison, though a macroscopic permittivity is an analogy for a wall one atom thick. At $\varepsilon=10$ the hollow sphere reaches 0.67 of $a^3$, close to the ratio just found. Filling its cavity at fixed $\varepsilon$ would raise $\alpha$ by 12%. "The hollow does not matter" is thus a result for the conducting model; for a dielectric wall with $\varepsilon=10$ it matters moderately. The similar ratio does not show that the field inside C60 is that of such a wall.

## What the film sees

For an isolated conducting sphere in an applied field of 1 MV/cm, the charge moved between hemispheres is

$$\int_0^{\pi/2}3\varepsilon_0E\cos\theta\;2\pi a^2\sin\theta\,d\theta=3\pi\varepsilon_0a^2E=0.0096\,e ,$$

a small shift of the average electron density. The applied voltage across the diameter is 0.086 V, which changes an electron's energy by 0.086 eV, small beside the π model's orbital gap of 1.9 eV, so a linear response is reasonable.

Put the molecules on an fcc lattice with a rough centre spacing of 1.0 nm, so $n=1.414$ nm⁻³. Let $\mathcal P$ be the dipole moment per volume and $E$ now the mean field in the film. Around one molecule draw a large sphere. Dipoles within it give no net field at the centre, since $\sum(3z^2-r^2)/r^5=0$ by cubic symmetry. The material outside gives the mean field minus that of a uniformly polarized sphere. Such a sphere of radius $L$ has moment $\tfrac43\pi L^3\mathcal P$, hence surface potential $(\mathcal P/3\varepsilon_0)L\cos\theta$ and interior field $-\mathcal P/3\varepsilon_0$. The local field is therefore $E+\mathcal P/3\varepsilon_0$. With $x=4\pi n\alpha/3$,

$$\mathcal P=3\varepsilon_0x\left(E+\frac{\mathcal P}{3\varepsilon_0}\right)\Rightarrow \mathcal P=\frac{3\varepsilon_0xE}{1-x},\qquad
\kappa=1+\frac{\mathcal P}{\varepsilon_0E}=\frac{1+2x}{1-x}.$$

Here $x=0.471$ and $\kappa=1.942/0.529=3.67$. The local field is $1/(1-x)=1.89$ times the mean field, so at a mean field of 1 MV/cm the charge moved rises to 0.018 $e$ and the voltage across the diameter to 0.16 V, still small beside the orbital gap. This concerns the response of one molecule; whether a real film holds such a field without conduction or breakdown lies outside the model. A direct sum of dipole fields over the planes of a slab gives the same value. Subtracting the cavity as if it were missing metal would give $a^3-b^3=59$ Å³ and $\kappa=2.6$, too low for this model.

Fullerene solids have a measured permittivity of roughly 4, and the molecule's measured polarizability is roughly 80 Å³, so the parameters are in the right range. This agreement does not show that the molecule screens perfectly. Applying the π model's factor 0.70 at fixed $a$ would lower $\alpha$ to about 55 Å³ and $\kappa$ to about 2.5, but that factor leaves out the σ electrons and radial polarization, which raise $\alpha$, and exchange, which in this model lowers it from 52.2 to 49.2 Å³. The effective radius is a chosen input, close to the 4.31 Å that a polarizability of 80 Å³ gives through $\alpha=a^3$, so the agreement with the measured polarizability is no independent test. Chosen this way, the radius absorbs these effects as well as the size of the cloud. A change of $\pm0.1$ Å in it alone spans $\kappa=3.3$ to 4.1. The point-dipole lattice also leaves out higher multipoles, which for conducting spheres at this packing raise $\kappa$ from 3.67 to about 3.74, and electron overlap between neighbours, as well as voids in a real film.

Within this model, at fixed outer radius and packing, space enclosed by a conducting cage does not lower $\kappa$ as a pore between molecules does. A pore reduces $n$, and the field enters it; a perfectly conducting cage keeps the field out. The rule fails for a weakly screening wall. An isolated shell with $\varepsilon=10$ and the cavity used here still lets in 43% of the applied field. In the film, that cavity lowers $\kappa$ from 2.6 to 2.4, about as much as pores of the same volume between solid spheres would. The near-equality is particular to $\varepsilon\approx10$: the cavity lowers $\kappa$ more than the pores at $\varepsilon=4$ and less at $\varepsilon=30$.

## Calculated quantities

```
effective radius a = 4.30 angstrom
bond length = 1.42 angstrom
cage radius = 3.519 angstrom
electron reach beyond cage = 0.781 angstrom
cavity radius b = 2.738 angstrom
alpha = a^3 = 79.51 angstrom^3
alpha = 536.5 bohr^3
alpha (SI) = 8.846e-39 C m^2/V
alpha at a-0.1 = 74.09 angstrom^3
alpha at a+0.1 = 85.18 angstrom^3
cage radius cubed = 43.57 angstrom^3
wrong value a^3-b^3 = 58.99 angstrom^3
numerical solid conductor = 79.515 angstrom^3
numerical hollow conductor = 79.515 angstrom^3
mesh shift, 40 to 80 bands = -0.0076 angstrom^3
inner/outer moved charge = 5.8e-05
cavity field / applied field = 1.5e-08
eps 4: solid 39.75, hollow 32.27 angstrom^3
eps 10: solid 59.63, hollow 53.04 angstrom^3
eps 100: solid 77.17, hollow 76.01 angstrom^3
eps 1000: solid 79.27, hollow 79.15 angstrom^3
shell loss at eps 1000: numerical 0.455 %
shell loss at eps 1000: leading law 0.457 %
applied field = 1.0 MV/cm
charge moved = 0.00963 e
applied voltage across diameter = 0.0860 V
pi hopping = 2.5 eV, repulsion = 11.0 eV
pi-model orbital gap = 1.891 eV
pi bare alpha = 182.6 angstrom^3
pi screened alpha = 52.22 angstrom^3
pi finite-field alpha = 52.22 angstrom^3
pi metallic-limit alpha = 75.12 angstrom^3
pi screened/metallic = 0.695
same ratio, hopping 3.0 eV = 0.657
film centre spacing = 1.00 nm
film number density = 1.414 nm^-3
film x = 4 pi n alpha/3 = 0.4710
film relative permittivity = 3.671
slab-sum relative permittivity = 3.671
lattice sum S = -1.3304 / spacing^5
permittivity with octupoles = 3.702
permittivity at a-0.1 = 3.347
permittivity at a+0.1 = 4.056
permittivity from wrong a^3-b^3 = 2.611
```
